# Lang-Firsov transformation and phonon sidebands of the Hubbard-Holstein atom: a numerical check

```python
"""Hubbard-Holstein atom and the Lang-Firsov transformation.

H = eps*n + U*n_up*n_dn + w0*b^+b + g*(n - ref)*(b + b^+), usually ref = 0.
Result under test, with lam = g/w0 and alpha = lam**2:
  U_eff = U - 2 g^2/w0, eps_eff = eps - g^2/w0 (for ref = 0),
  one-electron sidebands of relative weight exp(-alpha) alpha^m / m!
  when the oscillator starts in its relaxed ground state.
The untransformed H is diagonalized in a truncated phonon space and the
oscillator overlaps are also computed by quadrature. Energies are in eV.
"""
import numpy as np
from math import exp, factorial, sqrt
from scipy.linalg import expm
from scipy.optimize import brentq

M = 70                       # phonon states kept
U, w0 = 1.0, 0.2             # eV
couplings = {"repulsive": 0.24, "attractive": 0.36}   # g in eV

# Operators on (spin up) x (spin down) x (phonon)
f = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
I2, IM = np.eye(2), np.eye(M)
b_small = np.diag(np.sqrt(np.arange(1, M)), 1)
c_up = np.kron(np.kron(f, I2), IM)
c_dn = np.kron(np.kron(parity, f), IM)
b = np.kron(np.eye(4), b_small)
n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
n = n_up + n_dn
one = np.eye(4 * M)


def hamiltonian(eps, g, ref=0.0):
    return (eps * n + U * n_up @ n_dn + w0 * b.T @ b
            + g * (n - ref * one) @ (b + b.T))


def relaxed_states(H):
    """Lowest energy and phonon vector for charge 0, 1 (spin up), 2."""
    energies, vectors = [], []
    for index in (0, 2, 3):
        part = slice(index * M, (index + 1) * M)
        e, v = np.linalg.eigh(H[part, part])
        energies.append(e[0])
        vectors.append(v[:, 0])
    return np.array(energies), vectors


def curvature(g, ref=0.0):
    e, _ = relaxed_states(hamiltonian(0.0, g, ref))
    return e[2] + e[0] - 2 * e[1]


def lehmann(H, c):
    """Excitation energies; addition and removal weights at T -> 0."""
    e, v = np.linalg.eigh(H)
    ground = v[:, e - e[0] < 1e-8]
    count = ground.shape[1]
    add = np.sum((v.T @ c.T @ ground) ** 2, axis=1) / count
    rem = np.sum((v.T @ c @ ground) ** 2, axis=1) / count
    return e - e[0], add, rem, count, np.trace(ground.T @ n_up @ n_dn @ ground) / count


def poisson(m, alpha):
    return exp(-alpha) * alpha ** m / factorial(m)


# Oscillator eigenfunctions in real space, b = (x + i p)/sqrt(2)
x = np.linspace(-16, 16, 6001)
dx = x[1] - x[0]


def oscillator(m, centre):
    y = x - centre
    previous = np.zeros_like(y)
    current = np.pi ** -0.25 * np.exp(-y ** 2 / 2)
    for k in range(m):
        previous, current = current, (sqrt(2 / (k + 1)) * y * current
                                      - sqrt(k / (k + 1)) * previous)
    return current


def overlap_squared(m_final, m_initial, shift):
    """Squared overlap when the final well has <b> lower by shift."""
    product = oscillator(m_final, -sqrt(2) * shift) * oscillator(m_initial, 0)
    return (np.sum(product) * dx) ** 2


# The transformation itself, compared on low phonon states only,
# because the truncated b violates [b, b^+] = 1 at the top of the space
g = couplings["repulsive"]
lam = g / w0
eps_test = -0.13
S = lam * n @ (b.T - b)
W, W_inv = expm(S), expm(-S)
low = np.concatenate([np.arange(12) + k * M for k in range(4)])
window = np.ix_(low, low)
X = expm(-lam * (b.T - b))
H_new = (eps_test - g**2 / w0) * n + (U - 2 * g**2 / w0) * n_up @ n_dn + w0 * b.T @ b
assert np.allclose((W @ b @ W_inv)[window], (b - lam * n)[window], atol=1e-8)
for c in (c_up, c_dn):
    assert np.allclose((W @ c @ W_inv)[window], (c @ X)[window], atol=1e-8)
H_old = hamiltonian(eps_test, g)
assert np.allclose((W @ H_old @ W_inv)[window], H_new[window], atol=1e-8)

# Level scheme away from the symmetric point
levels = []
for m in range(40):
    e1 = eps_test - g**2 / w0
    levels += [m * w0, e1 + m * w0, e1 + m * w0,
               2 * e1 + U - 2 * g**2 / w0 + m * w0]
assert np.allclose(np.linalg.eigvalsh(H_old)[:24], np.sort(levels)[:24], atol=1e-8)

# Sign change of the effective interaction, and coupling to n - 1
g_c = brentq(curvature, 0.2, 0.4, xtol=1e-12)
assert abs(g_c - sqrt(U * w0 / 2)) < 1e-8
for g in couplings.values():
    assert abs(curvature(g, ref=1.0) - (U - 2 * g**2 / w0)) < 1e-8
    # with coupling to n - 1 the symmetric point is eps = -U/2
    e, _ = relaxed_states(hamiltonian(-U / 2, g, ref=1.0))
    assert abs(e[2] - e[0]) < 1e-8

print(f"U = {U:.3f} eV, w0 = {w0:.3f} eV, phonon states kept = {M}")
print(f"coupling where U_eff = 0: g_c = {g_c:.4f} eV")

for name, g in couplings.items():
    lam = g / w0
    alpha = lam ** 2
    shift_energy = g**2 / w0
    U_eff = U - 2 * shift_energy
    eps = -U / 2 + 2 * shift_energy
    H = hamiltonian(eps, g)
    energies, vectors = relaxed_states(H)
    U_diag = energies[2] + energies[0] - 2 * energies[1]
    assert abs(U_diag - U_eff) < 1e-8
    assert abs(energies[2] - energies[0]) < 1e-8
    assert abs(energies[1] - energies[0] - (eps - shift_energy)) < 1e-8
    displacement = [v @ b_small @ v for v in vectors]
    assert np.allclose(displacement, [0, -lam, -2 * lam], atol=1e-7)
    single = (vectors[0] @ vectors[1]) ** 2
    pair = (vectors[0] @ vectors[2]) ** 2
    assert abs(single - exp(-alpha)) < 1e-9
    assert abs(pair / exp(-4 * alpha) - 1) < 1e-5

    excitation, add, rem, count, double = lehmann(H, c_up)
    assert count == 2
    assert abs(double - (0.0 if U_eff > 0 else 0.5)) < 1e-8
    assert abs(add.sum() - 0.5) < 1e-9 and abs(rem.sum() - 0.5) < 1e-9
    _, add_dn, rem_dn, _, _ = lehmann(H, c_dn)
    rows = []
    for m in range(9):
        position = abs(U_eff) / 2 + m * w0
        near = np.abs(excitation - position) < 1e-6
        for weights in (add, rem, add_dn, rem_dn):
            assert abs(weights[near].sum() - 0.5 * poisson(m, alpha)) < 1e-8
        assert abs(overlap_squared(m, 0, lam) - poisson(m, alpha)) < 1e-9
        found = np.sum(excitation[near] * add[near]) / add[near].sum()
        rows.append((m, found, add[near].sum(), add[near].sum() / add.sum()))

    edge_gap = 2 * rows[0][1]
    centre_add = excitation @ add / add.sum()
    centre_rem = -(excitation @ rem) / rem.sum()
    separation = centre_add - centre_rem
    mean_phonons = (centre_add - rows[0][1]) / w0
    assert abs(edge_gap - abs(U_eff)) < 1e-8
    assert abs(separation - (abs(U_eff) + 2 * shift_energy)) < 1e-7
    assert abs(mean_phonons - alpha) < 1e-7
    if U_eff > 0:
        assert abs(separation - U) < 1e-7

    # One phonon present initially: the weights are no longer Poissonian
    stay = overlap_squared(1, 1, lam)
    absorb = overlap_squared(0, 1, lam)
    assert abs(stay - (1 - alpha) ** 2 * exp(-alpha)) < 1e-9
    assert abs(absorb - alpha * exp(-alpha)) < 1e-9

    print(f"--- {name} case: g = {g:.3f} eV, eps = {eps:.3f} eV")
    print(f"lambda = {lam:.3f}, alpha = {alpha:.4f} (dimensionless)")
    print(f"g^2/w0 = {shift_energy:.4f} eV, eps_eff = {eps - shift_energy:.4f} eV")
    print("relaxed E(0), E(1), E(2) = "
          + ", ".join(f"{e + 0.0:.4f}" for e in np.round(energies, 9)) + " eV")
    print(f"U_eff from these energies = {U_diag:.4f} eV")
    print("<b> for charge 0, 1, 2 = "
          + ", ".join(f"{d + 0.0:.3f}" for d in np.round(displacement, 9)))
    print(f"mean double occupancy of ground states = {abs(double):.3f}")
    print(f"zero-phonon factor: one electron {single:.5f}, pair {pair:.4e}")
    print("m, addition line (eV), weight in A_sigma, relative weight")
    for m, position, weight, relative in rows[:7]:
        print(f"{m}  {position:.4f}  {weight:.5f}  {relative:.5f}")
    print(f"relative weight of lines m = 0 to 6: {sum(r[3] for r in rows[:7]):.5f}")
    print(f"distance of zero-phonon lines = {edge_gap:.4f} eV")
    print(f"band centroids = {centre_rem:.4f}, {centre_add:.4f} eV")
    print(f"distance of centroids = {separation:.4f} eV")
    print(f"mean number of phonons created = {mean_phonons:.4f}")
    print(f"one initial phonon: weight 1->1 {stay:.5f}, 1->0 {absorb:.5f}")

print("all tests passed")
```

Printed output:

```
U = 1.000 eV, w0 = 0.200 eV, phonon states kept = 70
coupling where U_eff = 0: g_c = 0.3162 eV
--- repulsive case: g = 0.240 eV, eps = 0.076 eV
lambda = 1.200, alpha = 1.4400 (dimensionless)
g^2/w0 = 0.2880 eV, eps_eff = -0.2120 eV
relaxed E(0), E(1), E(2) = 0.0000, -0.2120, 0.0000 eV
U_eff from these energies = 0.4240 eV
<b> for charge 0, 1, 2 = 0.000, -1.200, -2.400
mean double occupancy of ground states = 0.000
zero-phonon factor: one electron 0.23693, pair 3.1511e-03
m, addition line (eV), weight in A_sigma, relative weight
0  0.2120  0.11846  0.23693
1  0.4120  0.17059  0.34118
2  0.6120  0.12282  0.24565
3  0.8120  0.05896  0.11791
4  1.0120  0.02122  0.04245
5  1.2120  0.00611  0.01222
6  1.4120  0.00147  0.00293
relative weight of lines m = 0 to 6: 0.99927
distance of zero-phonon lines = 0.4240 eV
band centroids = -0.5000, 0.5000 eV
distance of centroids = 1.0000 eV
mean number of phonons created = 1.4400
one initial phonon: weight 1->1 0.04587, 1->0 0.34118
--- attractive case: g = 0.360 eV, eps = 0.796 eV
lambda = 1.800, alpha = 3.2400 (dimensionless)
g^2/w0 = 0.6480 eV, eps_eff = 0.1480 eV
relaxed E(0), E(1), E(2) = 0.0000, 0.1480, 0.0000 eV
U_eff from these energies = -0.2960 eV
<b> for charge 0, 1, 2 = 0.000, -1.800, -3.600
mean double occupancy of ground states = 0.500
zero-phonon factor: one electron 0.03916, pair 2.3526e-06
m, addition line (eV), weight in A_sigma, relative weight
0  0.1480  0.01958  0.03916
1  0.3480  0.06345  0.12689
2  0.5480  0.10278  0.20556
3  0.7480  0.11100  0.22201
4  0.9480  0.08991  0.17983
5  1.1480  0.05826  0.11653
6  1.3480  0.03146  0.06293
relative weight of lines m = 0 to 6: 0.95291
distance of zero-phonon lines = 0.2960 eV
band centroids = -0.7960, 0.7960 eV
distance of centroids = 1.5920 eV
mean number of phonons created = 3.2400
one initial phonon: weight 1->1 0.19651, 1->0 0.12689
all tests passed
```
